# Interface Stresses in Viscous Oxide Growing on Cylindrical Silicon

Silicon oxidizes at its interface with the oxide, and the oxide needs more room than the silicon it replaces. On a curved surface the older oxide must deform as the new oxide pushes it away. This problem finds the resulting stresses for two geometries: oxide around a silicon cylinder (convex silicon) and oxide lining a cylindrical hole in silicon (concave silicon).

The interface is at radius \(r=a\) and the free oxide surface at \(r=b\). Let \(s=+1\) for convex silicon, where \(b>a\), and \(s=-1\) for concave silicon, where \(b<a\). The oxide thickness is \(h=|b-a|\). Silicon is rigid. The oxide is an incompressible Newtonian fluid of uniform viscosity \(\eta\), so its stress depends on the present rate of deformation and not on its history. Growth is the same at all angles, there is no motion along the axis, and inertia is negligible. Tensile stress is positive, and stresses are counted relative to the ambient gas. Surface tension is left out until part (g).

## (a) How fast does fresh oxide leave the interface?

Let \(g\) be the volume of oxide made per unit interface area and time, and \(\Omega>1\) the volume of oxide made per volume of silicon consumed. Find the oxide velocity at the interface, relative to the silicon.

**Solution.** In a time \(dt\), a silicon layer of thickness \((g/\Omega)\,dt\) is consumed and an oxide volume \(g\,dt\) per unit area appears. Part of this oxide fills the space vacated by the silicon. The rest must push the older oxide away, at the speed

\[
u=g-\frac{g}{\Omega}=g\left(1-\frac1\Omega\right)>0 .
\]

"Away from the silicon" means outward for a cylinder and inward for a hole. The radial velocity at the interface is therefore

\[
v(a)=s\,u .
\]

This assumes that the whole volume expansion becomes motion normal to the interface. Any stress that a flat film acquires in the reaction itself is outside the model.

## (b) What is the flow in the oxide?

Find \(v(r)\) and the strain rates. Confirm that the motion of the free surface agrees with conservation of the reacted material.

**Solution.** A ring of radius \(r\) has circumference \(2\pi r\), which grows at the rate \(2\pi v\). Its relative rate of extension is \(v/r\). The radial rate of extension is \(dv/dr\), and the axial one is zero. Incompressibility requires their sum to vanish:

\[
\frac{dv}{dr}+\frac vr=\frac1r\frac{d(rv)}{dr}=0
\quad\Rightarrow\quad v=\frac Cr .
\]

The condition \(v(a)=su\) gives \(C=s\,a\,u\). The strain rates are

\[
\dot\varepsilon_{rr}=\frac{dv}{dr}=-\frac{C}{r^2},\qquad
\dot\varepsilon_{\theta\theta}=\frac vr=+\frac{C}{r^2}.
\]

On convex silicon each ring of oxide is stretched along its circumference and thinned radially. In a hole each ring is shortened and thickened.

For the free surface, let \(R_0\) be the silicon radius before oxidation. The oxide cross-section is \(\Omega\) times that of the consumed silicon. For both geometries this reads

\[
b^2-a^2=\Omega\,(R_0^2-a^2),
\]

with both sides negative for a hole. Differentiation in time gives \(b\dot b=(1-\Omega)a\dot a\). The interface recedes into the silicon, so \(\dot a=-s\,g/\Omega\), and

\[
b\dot b=s\,a\,g\,\frac{\Omega-1}{\Omega}=s\,a\,u=C .
\]

Thus \(\dot b=C/b\), which is the flow velocity at \(r=b\).

## (c) What is the stress field?

Derive the radial force balance and solve it for a free outer surface.

**Solution.** Consider an oxide element between \(r\) and \(r+dr\), of angle \(d\theta\) and unit length. The radial stresses on its curved faces give the outward force \(d(r\sigma_{rr})\,d\theta\). The hoop stresses on its two flat faces are tilted by \(d\theta/2\) and pull inward with the force \(2\sigma_{\theta\theta}\,dr\,(d\theta/2)\). Balance requires

\[
\frac{d(r\sigma_{rr})}{dr}=\sigma_{\theta\theta}
\quad\Longleftrightarrow\quad
\frac{d\sigma_{rr}}{dr}=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{r}. \tag{1}
\]

For an incompressible Newtonian fluid with pressure \(p\), each normal stress is \(-p\) plus \(2\eta\) times the strain rate:

\[
\sigma_{rr}=-p-\frac{2\eta C}{r^2},\qquad
\sigma_{\theta\theta}=-p+\frac{2\eta C}{r^2}.
\]

Inserting these in the second form of (1) gives

\[
-\frac{dp}{dr}+\frac{4\eta C}{r^3}=\frac{4\eta C}{r^3}
\quad\Rightarrow\quad \frac{dp}{dr}=0 .
\]

The pressure is uniform. Its value follows from the free surface, where \(\sigma_{rr}(b)=0\), so that \(p=-2\eta C/b^2\). Hence

\[
\sigma_{rr}=2\eta C\left(\frac1{b^2}-\frac1{r^2}\right),\qquad
\sigma_{\theta\theta}=2\eta C\left(\frac1{b^2}+\frac1{r^2}\right).
\]

The axial strain rate is zero, so the axial stress is \(-p=2\eta C/b^2\).

## (d) What are the signs at the interface?

Evaluate both stresses in the oxide at \(r=a\) for each geometry, and examine thin and thick films.

**Solution.** With \(C=sau\),

\[
\sigma_{rr}(a)=2s\,\eta ua\left(\frac1{b^2}-\frac1{a^2}\right),\qquad
\sigma_{\theta\theta}(a)=2s\,\eta ua\left(\frac1{a^2}+\frac1{b^2}\right).
\]

For convex silicon, \(s=+1\) and \(b>a\), so the bracket in \(\sigma_{rr}\) is negative. For concave silicon, \(s=-1\) and \(b<a\), so the bracket is positive. The two sign changes cancel, and in both cases

\[
\boxed{\sigma_{rr}(a)=-2\eta ua\left|\frac1{a^2}-\frac1{b^2}\right|<0 .}
\]

The bracket in the hoop stress is a sum and is positive for either geometry. Nothing cancels the factor \(s\):

\[
\boxed{\sigma_{\theta\theta}(a)=2s\,\eta ua\left(\frac1{a^2}+\frac1{b^2}\right)
\;\begin{cases}>0&\text{convex}\\<0&\text{concave.}\end{cases}}
\]

The normal stress is compressive on both surfaces. The hoop stress is tensile on convex silicon and compressive on concave silicon.

For a thin film, put \(b=a+sh\) with \(h\ll a\). Then \(1/b^2\simeq(1-2sh/a)/a^2\), and to leading order

\[
\sigma_{rr}(a)\simeq-\frac{4\eta uh}{a^2},\qquad
\sigma_{\theta\theta}(a)\simeq\frac{4s\,\eta u}{a}.
\]

The normal stress is smaller than the hoop stress by the factor \(h/a\). Both vanish for a flat surface, \(a\to\infty\) at fixed \(h\), because a flat film is carried away without deforming.

For a thick film at fixed \(u\) the geometries differ. On a cylinder with \(b\gg a\), the stresses tend to \(-2\eta u/a\) and \(+2\eta u/a\). In a hole that is closing, \(b\to0\), both tend to \(-2\eta ua/b^2\) and grow without limit in this model, since a fixed flow of oxide must converge on a shrinking opening. On a growing cylinder the area relation of part (b) allows \(b\gg a\) only when the silicon is nearly consumed, so at fixed \(u\) those stresses also grow without limit, but as \(1/a\) rather than \(1/b^2\).

## (e) Why does one sign change and the other not?

Explain the two signs by an energy balance and a force balance, without using the stress formulas of part (d).

**Solution.** The interface pushes the oxide at speed \(u\) with a pressure \(-\sigma_{rr}(a)\). The free surface does no work, so all the power supplied per unit length is dissipated by viscosity. The dissipation per volume is \(2\eta(\dot\varepsilon_{rr}^2+\dot\varepsilon_{\theta\theta}^2)=4\eta C^2/r^4\). Integrating it over the cross-section gives

\[
2\pi a\,u\,[-\sigma_{rr}(a)]
=\left|\int_a^b\frac{4\eta C^2}{r^4}\,2\pi r\,dr\right|
=4\pi\eta a^2u^2\left|\frac1{a^2}-\frac1{b^2}\right|>0 .
\]

Division by \(2\pi au\) returns the normal stress of part (d). Dissipation is positive whether rings are stretched or shortened, so the interface has to push in both cases.

The hoop stress follows from integrating the first form of (1) across the film, with \(\sigma_{rr}(b)=0\):

\[
\int_a^b\sigma_{\theta\theta}\,dr=-a\,\sigma_{rr}(a).
\]

The right side is positive. For a cylinder \(dr>0\) along the path, so the mean hoop stress is tensile. For a hole \(dr<0\), so it is compressive. In both cases the mean is

\[
\bar\sigma_{\theta\theta}=-\frac{s\,a\,\sigma_{rr}(a)}{h}. \tag{2}
\]

An outer shell pushed from inside is held by tension, like a barrel hoop. A lining pushed from outside is held by compression, like an arch. Neither argument needs a uniform viscosity, but the second fixes the sign of the average and not of the local value at the interface.

## (f) How large are the stresses?

Take \(a=1000\) nm, \(h=100\) nm, \(g=0.05\) nm/s, \(\Omega=2.25\) and \(\eta=10^{12}\) Pa s \(=10^6\) MPa s. These are rough values for slow growth of thermal SiO\(_2\) near 1200 °C. Compare the two geometries at the same \(a\), \(h\) and \(g\).

**Solution.** The fresh oxide moves at \(u=0.05\,(1-1/2.25)=0.0278\) nm/s. The stress scale is

\[
\frac{2\eta u}{a}=\frac{2\times10^6\times0.0278}{1000}\ \text{MPa}=55.6\ \text{MPa}.
\]

For the cylinder \(b/a=1.1\), and

\[
\sigma_{rr}(a)=-55.6\left(1-\frac1{1.21}\right)=-9.6\ \text{MPa},\quad
\sigma_{\theta\theta}(a)=55.6\left(1+\frac1{1.21}\right)=101\ \text{MPa}.
\]

For the hole \(b/a=0.9\), and

\[
\sigma_{rr}(a)=-55.6\left(\frac1{0.81}-1\right)=-13\ \text{MPa},\quad
\sigma_{\theta\theta}(a)=-55.6\left(1+\frac1{0.81}\right)=-124\ \text{MPa}.
\]

The thin-film formulas give \(-11\) and \(\pm111\) MPa, between the two geometries. The hole has the larger magnitudes because its strain rate \(|C|/r^2\) grows towards the free surface, where the radius is smaller and the flow speeds up from 0.028 to 0.031 nm/s, while on the cylinder the radius is larger and the flow slows to 0.025 nm/s.

## (g) When do the signs fail?

Consider in turn a viscosity that varies with depth, one that falls under shear, and surface tension.

**Solution.** *Graded viscosity.* The flow \(v=C/r\) came from volume conservation alone and still holds. Now \(\sigma_{\theta\theta}-\sigma_{rr}=4\eta(r)C/r^2\), and integrating (1) from \(a\) to \(b\) gives

\[
\sigma_{rr}(a)=-4C\int_a^b\frac{\eta(r)}{r^3}dr,\qquad
\sigma_{\theta\theta}(a)=4C\left[\frac{\eta(a)}{a^2}-\int_a^b\frac{\eta(r)}{r^3}dr\right].
\]

For a hole the integral is negative, so the bracket is positive, and \(C<0\) makes both stresses compressive. For a cylinder the normal stress is compressive, but the local hoop stress is tensile only if \(\eta(a)/a^2\) exceeds the integral. Suppose that the viscosity rises linearly from \(0.02\times10^{12}\) Pa s at the interface to \(10^{12}\) Pa s at the free surface. With the other values of part (f), numerical solution of the flow and force-balance equations by Chebyshev collocation gives for the cylinder a normal stress of \(-4.7\) MPa and an interface hoop stress of \(-2.5\) MPa. The mean hoop stress is still tensile, \(+47\) MPa, as (2) requires. The stiff outer oxide carries the tension, while the softest oxide, within 2.3 nm of the interface, is squeezed. For this linear profile the interface hoop stress is compressive only if \(\eta(a)/\eta(b)<0.043\).

*Shear thinning.* Let \(\tau=|\sigma_{\theta\theta}-\sigma_{rr}|/2\), which is \(2\eta ua/r^2\) in the Newtonian case. The Eyring flow law replaces this by

\[
\tau(r)=\tau_c\,\operatorname{arsinh}\frac{2\eta ua}{r^2\tau_c},\qquad \tau_c=\frac{2k_BT}{V},
\]

where \(V\) is an activation volume. Equation (1) then gives

\[
\sigma_{rr}(a)=-2s\int_a^b\frac{\tau}{r}dr,\qquad
\sigma_{\theta\theta}(a)=2s\left[\tau(a)-\int_a^b\frac{\tau}{r}dr\right].
\]

Again the hole is safe. For a cylinder in the limiting case of constant \(\tau\), the hoop stress is \(2\tau[1-\ln(b/a)]\), which becomes compressive when \(b/a>e\). A thick convex film with very strong thinning can therefore break the rule. With the Eyring law the sign does not change at any thickness for \(2\eta u/(a\tau_c)=8\), and it changes at \(b/a\simeq9\) for 20 and at \(b/a\simeq3.8\) for 100. In the example, a rough \(V=0.3\) nm\(^3\) gives \(\tau_c=136\) MPa. Numerical integration changes the convex hoop stress from 101 to 99 MPa and the concave one from \(-124\) to \(-121\) MPa, so the Newtonian result serves there.

*Surface tension.* A tension \(\gamma\) in the free surface squeezes the oxide around a cylinder and pulls the lining of a hole inward. The boundary condition becomes \(\sigma_{rr}(b)=-s\gamma/b\). This changes the uniform pressure, and so adds \(-s\gamma/b\) to both \(\sigma_{rr}\) and \(\sigma_{\theta\theta}\). On a cylinder it opposes the hoop tension, which survives only if growth is fast enough: \(4\eta u>\gamma\) for a thin film. In a hole it opposes the normal compression, which for a thin film survives only if

\[
\frac{4\eta uh}{a^2}>\frac{\gamma}{a}
\quad\Longleftrightarrow\quad h>\frac{\gamma a}{4\eta u}.
\]

With a rough \(\gamma=0.3\) N/m the shifts at \(h=100\) nm are \(-0.27\) MPa (convex) and \(+0.33\) MPa (concave). The concave normal stress is tensile below \(h=2.7\) nm. This thickness is only a scale. At the \(g\) used here such a film grows in about a minute, not much longer than the elastic relaxation time found below. Real films this thin grow several times faster than a 100 nm film, in seconds, and so do not flow as a viscous fluid. If oxide is formed without shear stress and responds elastically at first, the threshold with the shear and bulk moduli of part (h) is about 5 nm at the \(g\) used here and about 4 nm for growth three to six times faster. If the elastic response is incompressible, these become about 4.2 nm and a little over 3 nm. Elasticity limits the hoop stress, so for an incompressible oxide of shear modulus \(G\) the threshold cannot fall below \(\sqrt{\gamma a/[2G(1-1/\Omega)]}\simeq3\) nm.

## (h) What does the model say about a real wafer?

Estimate the remaining neglected effects, including cooling to room temperature.

**Solution.** With a rough oxide shear modulus \(G=30\) GPa, elastic stress relaxes in \(\eta/G=33\) s, against a growth time \(h/g=2000\) s. Viscous flow is thus a fair description of most of a film of this thickness. The exception is the youngest oxide, within a few times \(g\eta/G\simeq1.7\) nm of the interface. If oxide is formed without shear stress, its hoop stress at \(r=a\) equals the normal stress, about \(-9.5\) MPa on the cylinder. If the elastic response were incompressible, it would rise to 96 MPa at a depth of 5 nm. With a bulk modulus of 40 GPa part of the stress builds up about twice as slowly, and it is 81 MPa at 5 nm and 97 MPa at 10 nm. The hoop stress on convex silicon turns tensile already at a depth of about 0.2 nm, but the hoop values of part (d) apply only outside this layer, while the normal stress hardly changes. With a bulk modulus \(K=40\) GPa, the concave pressure \(p=69\) MPa compresses the oxide by \(p/K=0.17\%\), about 3% of the strain \((u/a)(h/g)=5.6\%\) that flow at the rate \(u/a\) produces in the growth time. The wall of the hole, with a silicon shear modulus \(G_{\rm Si}=60\) GPa, moves elastically by \(a|\sigma_{rr}(a)|/(2G_{\rm Si})=0.11\) nm, which is small beside the 56 nm that fresh oxide moves in 2000 s. This assumes that the silicon stays elastic under the shear stress of 13 MPa at the wall. Plastic flow of hot silicon by dislocations is outside the model.

Stress also acts back on growth. If pressure reduces oxidant diffusion by \(\exp(-pV_D/k_BT)\) with a rough \(V_D=0.07\) nm\(^3\), the diffusivity in the concave oxide falls by 21%. The similar factor \(\exp[\sigma_{rr}(a)V_R/k_BT]\) for the reaction, with \(V_R=0.01\) nm\(^3\), lowers it by 0.6%. The stress formulas remain valid for the actual \(g\), but \(g\) depends on curvature. In a Deal–Grove estimate at the \(a\) and \(h\) of part (f), with a rough \(A=40\) nm and \(g=0.05\) nm/s on a flat surface, the geometry of diffusion alone changes \(g\) by \(+4\%\) on the cylinder and \(-4\%\) in the hole. With the two stress factors included, \(g\) becomes 0.061 and 0.041 nm/s and the hoop stresses \(+123\) and \(-101\) MPa. The convex values let the negative pressure there speed up diffusion, so that convex oxide grows 21% faster than flat oxide of the same thickness. If tension gives no such speed-up, the convex \(g\) is 0.052 nm/s and the hoop stress \(+106\) MPa. The larger magnitudes found for the hole in part (f) thus hold at equal \(g\) and need not hold for two surfaces oxidized under the same conditions.

At a given growth rate, lower temperatures and smaller radii raise the stresses. The viscosity depends strongly on temperature: with a rough activation energy of 5 eV it is about 18 times larger at 1100 °C than at 1200 °C. At the same \(g\), the Newtonian convex hoop stress would be 1.8 GPa, far above \(\tau_c\), and the Eyring law lowers it to 0.63 GPa. The time \(\eta/G\) is now about 590 s, so oxide formed without shear stress approaches this value only well away from the interface: with the moduli above the hoop stress is 0.52 GPa at a depth of 20 nm, 0.60 GPa at 30 nm and 0.64 GPa at 50 nm. Dry oxidation is in fact slower at 1100 °C, with \(g\) roughly 0.02 nm/s at this thickness, and the Eyring value is then about 0.42 GPa. A radius of 100 nm instead of 1000 nm, at the same \(b/a\), \(u\) and \(\eta\), raises every Newtonian stress tenfold and also leads into the thinning regime: the convex hoop stress is about 0.52 GPa instead of 1.0 GPa, and oxide formed without shear stress reaches it only about halfway through the 10 nm film. Real corners are not full cylinders, and the growth rate depends on crystal direction, so the flow is not purely radial. Water in the oxide lowers its viscosity. The numbers of part (f) are thus estimates for one slow, hot process.

Cooling adds a stress of another origin, because silicon contracts more than its oxide. For a film that does not relax, with a rough biaxial modulus of 85 GPa (the \(G\) and \(K\) above give 90 GPa) and a rough difference in expansion of \(3\times10^{-6}\) K\(^{-1}\) (the mean over this range is nearer \(3.5\times10^{-6}\) K\(^{-1}\), which would give about \(-350\) MPa), cooling by 1175 K gives

\[
-85\times10^{3}\times3\times10^{-6}\times1175\ \text{MPa}\simeq-300\ \text{MPa}.
\]

If the growth stress were frozen in, the convex interface hoop stress would change from \(+101\) to about \(-200\) MPa. The normal stress follows it: the mean hoop stress becomes \(96-300=-204\) MPa, and (2) with \(h/a=0.1\) gives \(\sigma_{rr}(a)\simeq+20\) MPa. On this estimate both convex signs are reversed at room temperature. Freezing in requires fast cooling, because the growth stress relaxes within minutes at 1200 °C once growth stops. With the parameters above, cooling at 10 K/min keeps only about 2 to 3% of the hoop stress from growth and leaves mainly a thermal stress near \(-285\) MPa, with the same reversed signs. In the hole, cooling adds to the compression of both components. The signs of part (d) therefore describe the oxide while it grows, and a measurement on a cooled wafer need not show them.

Numbers in the example were calculated in double precision.
